# Powers of the ladder operators and their factorial matrix elements

Suppose a spin Hamiltonian contains the term $b\,(J_+^4+J_-^4)$, with $b$ a real energy coefficient. Before diagonalizing, it is useful to know whether this term matters in a given multiplet: which states it connects, how strongly, and whether it can be dropped altogether. The answer depends on the matrix elements of a power of $J_+$. They can be found by multiplying square roots rung by rung, but an operator identity gives them at once and shows where they vanish. For $j=3/2$ the quartic term turns out to be zero, whatever the value of $b$; for $j=5/2$ it couples $m=-3/2$ to $m=5/2$, and $m=-5/2$ to $m=3/2$, each with strength $53.67\,b$.

## Conventions and ladder commutators

Angular momentum is measured in units of $\hbar$. The components obey

$$[J_x,J_y]=iJ_z,\qquad [J_y,J_z]=iJ_x,\qquad [J_z,J_x]=iJ_y, \tag{1}$$

and we define

$$J_\pm=J_x\pm iJ_y,\qquad J^2=J_x^2+J_y^2+J_z^2. \tag{2}$$

The operator identity will use nothing beyond (1) and (2). Hermiticity and a basis enter later, with the matrix elements.

From (1), with $[J_z,J_y]=-iJ_x$,

$$[J_z,J_\pm]=iJ_y\pm i(-iJ_x)=iJ_y\pm J_x=\pm J_\pm . \tag{3}$$

The square $J^2$ commutes with $J_z$. To see this, use $[A^2,B]=A[A,B]+[A,B]A$ together with $[J_x,J_z]=-iJ_y$ and $[J_y,J_z]=iJ_x$:

$$[J^2,J_z]=-i(J_xJ_y+J_yJ_x)+i(J_yJ_x+J_xJ_y)=0. \tag{4}$$

Both (1) and $J^2$ keep their form under cyclic relabelling of the axes, so $J^2$ also commutes with $J_x$ and $J_y$, and hence with $J_\pm$.

## One step up and down

Multiplying out the product and keeping the order of the factors gives

$$\begin{aligned}
J_-J_+&=(J_x-iJ_y)(J_x+iJ_y)\\
&=J_x^2+J_y^2+i(J_xJ_y-J_yJ_x)\\
&=J_x^2+J_y^2-J_z\\
&=J^2-J_z(J_z+1). 
\end{aligned}\tag{5}$$

The third line uses $i[J_x,J_y]=i(iJ_z)=-J_z$, and the last uses $J_x^2+J_y^2=J^2-J_z^2$. Raising once and then lowering once is therefore a function of two commuting operators, $J^2$ and $J_z$.

For higher powers it is convenient to name the operators

$$A_i=J^2-(J_z+i)(J_z+i+1),\qquad i=0,1,2,\dots \tag{6}$$

They all commute with one another, because each is a polynomial in $J^2$ and $J_z$. Equation (5) reads $J_-J_+=A_0$.

## Moving a function of $J_z$ through $J_+$

Equation (3) can be written as

$$J_zJ_+=J_+(J_z+1). \tag{7}$$

When $J_z$ passes a raising operator from left to right, it gains one unit. The same holds for powers. If $J_z^nJ_+=J_+(J_z+1)^n$, then

$$J_z^{n+1}J_+=J_z\,J_+(J_z+1)^n=J_+(J_z+1)^{n+1},$$

where the last step is (7). The case $n=0$ is trivial, so the rule holds for all $n$, and by linearity for any polynomial $f$:

$$f(J_z)J_+=J_+f(J_z+1).$$

Applying this once for each of $r$ raising operators adds one to the argument each time:

$$f(J_z)\,J_+^r=J_+^r\,f(J_z+r). \tag{8}$$

The coefficients of $f$ may contain $J^2$, since $J^2$ commutes with everything in (8). In particular, $A_0J_+^r=J_+^rA_r$.

## The operator identity

The claim is that for every integer $k\ge1$

$$J_-^kJ_+^k=\prod_{i=0}^{k-1}\left[J^2-(J_z+i)(J_z+i+1)\right]. \tag{9}$$

For $k=1$ this is (5). Assume it holds for $k-1$. The innermost pair in $J_-^kJ_+^k$ is $J_-J_+=A_0$, so

$$\begin{aligned}
J_-^kJ_+^k&=J_-^{k-1}\,(J_-J_+)\,J_+^{k-1}\\
&=J_-^{k-1}\,A_0\,J_+^{k-1}\\
&=J_-^{k-1}J_+^{k-1}\,A_{k-1}\\
&=(A_0A_1\cdots A_{k-2})\,A_{k-1}.
\end{aligned}\tag{10}$$

The third line is (8) with $r=k-1$, and the fourth is the induction hypothesis. This proves (9).

The sign of the shift comes from the direction of travel: $A_0$ moves to the right through raising operators, so $J_z$ is increased. The physical reading agrees. Acting on a state with $J_z$-value $m$, the factor $A_i$ has the value that belongs to the rung from $m+i$ to $m+i+1$, and these are the rungs that $J_+^k$ climbs.

The product (9) must not be confused with $(J_-J_+)^k=A_0^k$. That operator goes up and down the first rung $k$ times, whereas $J_-^kJ_+^k$ climbs $k$ successive rungs before it returns.

## From the identity to the norm

Now let $J_x,J_y,J_z$ be Hermitian, so that $J_-=J_+^\dagger$. Let $|j,m\rangle$ be normalized, with

$$J^2|j,m\rangle=j(j+1)|j,m\rangle,\qquad J_z|j,m\rangle=m|j,m\rangle,$$

where $m=-j,-j+1,\dots,j$. The numbers $j-m$ and $j+m$ are then non-negative integers, also when $j$ is half-integer. By (9),

$$\begin{aligned}
\left\|J_+^k|j,m\rangle\right\|^2&=\langle j,m|J_-^kJ_+^k|j,m\rangle\\
&=\prod_{i=0}^{k-1}\left[j(j+1)-(m+i)(m+i+1)\right].
\end{aligned}\tag{11}$$

Each factor splits in two. With $n=m+i$,

$$\begin{aligned}
j(j+1)-n(n+1)&=(j^2-n^2)+(j-n)\\
&=(j-n)(j+n+1),
\end{aligned}$$

and therefore

$$\left\|J_+^k|j,m\rangle\right\|^2=\prod_{i=0}^{k-1}(j-m-i)\;\prod_{i=0}^{k-1}(j+m+1+i). \tag{12}$$

Take first $k\le j-m$. The first product runs down from $j-m$ to $j-m-k+1$, and the second runs up from $j+m+1$ to $j+m+k$. Each is a quotient of factorials:

$$\left\|J_+^k|j,m\rangle\right\|^2=\frac{(j-m)!}{(j-m-k)!}\,\frac{(j+m+k)!}{(j+m)!}. \tag{13}$$

If $k>j-m$, the first product in (12) contains the factor with $i=j-m$, which is zero. The norm vanishes, and so does the vector. Factors with still larger $i$ are negative, but they multiply this zero, so no negative norm arises.

## The matrix element and its phase

By (8), $J_zJ_+^k|j,m\rangle=(m+k)J_+^k|j,m\rangle$, and $J^2$ keeps its value. Within one multiplet there is one state with these labels, so $J_+^k|j,m\rangle$ is a multiple of $|j,m+k\rangle$. Equation (13) gives the modulus of the multiple, but says nothing about its phase.

The phase is a matter of convention. In the Condon–Shortley convention every single-step element $\langle j,m+1|J_+|j,m\rangle$ is non-negative. The element of $J_+^k$ is a product of $k$ such numbers and is non-negative too. Hence, for $0\le k\le j-m$,

$$\langle j,m+k|J_+^k|j,m\rangle=\sqrt{\frac{(j-m)!\,(j+m+k)!}{(j+m)!\,(j-m-k)!}}\,, \tag{14}$$

and $J_+^k|j,m\rangle=0$ for $k>j-m$. If the states are instead multiplied by phase factors $e^{i\varphi_m}$, the element (14) acquires the factor $e^{i(\varphi_m-\varphi_{m+k})}$.

When a space holds several multiplets with the same $j$, an extra label $\alpha$ is needed. If each multiplet is generated from one of its states by the ladder operators, $J_+^k$ does not change $\alpha$, and (14) holds for each $\alpha$. If the states of equal $j$ and $m$ are mixed differently at different $m$, elements between different labels appear. The norm (13) still holds for every normalized state with the given $j$ and $m$.

Dividing and multiplying each quotient in (13) by $k!$ gives an equivalent form with binomial coefficients:

$$\langle j,m+k|J_+^k|j,m\rangle=k!\,\sqrt{\binom{j-m}{k}\binom{j+m+k}{k}}\,. \tag{15}$$

The question about the quartic term can now be answered. The longest climb in a multiplet has $2j$ steps, so $J_+^k$ is zero throughout the multiplet when $k>2j$. For $j=3/2$ we have $2j=3$, and $J_+^4$ and its adjoint $J_-^4$ both vanish. If $k\le 2j$, the element (14) is non-zero for the $2j+1-k$ starting values $m=-j,\dots,j-k$.

## Lowering operators and units

The replacement $J_x\to J_x$, $J_y\to-J_y$, $J_z\to-J_z$ preserves (1): for example, $[J_x,-J_y]=i(-J_z)$, and the other two relations are checked in the same way. It leaves $J^2$ unchanged and exchanges $J_+$ and $J_-$. Since (9) follows from (1) alone, it remains true after the replacement. The two minus signs in $(-J_z+i)(-J_z+i+1)$ cancel, and

$$J_+^kJ_-^k=\prod_{i=0}^{k-1}\left[J^2-(J_z-i)(J_z-i-1)\right]. \tag{16}$$

The matrix element of $J_-^k$ is the complex conjugate of $\langle j,m|J_+^k|j,m-k\rangle$. Putting $m-k$ in place of $m$ in (14) gives, for $0\le k\le j+m$,

$$\langle j,m-k|J_-^k|j,m\rangle=\sqrt{\frac{(j+m)!\,(j-m+k)!}{(j-m)!\,(j+m-k)!}}\,. \tag{17}$$

To restore $\hbar$, write $\mathcal J=\hbar J$ for each component. Both sides of (9) are then multiplied by $\hbar^{2k}$, which supplies one factor $\hbar^2$ to each bracket:

$$\mathcal J_-^k\mathcal J_+^k=\prod_{i=0}^{k-1}\left[\mathcal J^2-(\mathcal J_z+i\hbar)(\mathcal J_z+(i+1)\hbar)\right].$$

The matrix elements (14) and (17) are multiplied by $\hbar^k$.

## Two limits of large $j$

Let $j$ grow at fixed $k$ with $m/j=\cos\theta$ fixed and $0<\theta<\pi$. Each pair of factors in (12) becomes

$$(j-m-i)(j+m+i+1)=j^2\sin^2\theta\,\left[1+O(1/j)\right],$$

and the matrix element tends to $(j\sin\theta)^k$ in leading order. This is the $k$-th power of the length of the transverse component of a classical vector of length $j$. The rungs then differ little from one another, so the shifts $i$ do not matter at this order.

At the bottom of the ladder the limit is different. With $m=-j$, (14) gives

$$\langle j,-j+k|J_+^k|j,-j\rangle=\sqrt{k!\,\frac{(2j)!}{(2j-k)!}}\;\longrightarrow\;(2j)^{k/2}\sqrt{k!} \tag{18}$$

for $2j\gg k^2$, because

$$\frac{(2j)!}{(2j-k)!}=(2j)^k\prod_{i=0}^{k-1}\left(1-\frac{i}{2j}\right)$$

and the corrections $i/(2j)$ add up to $k(k-1)/(4j)$. The factor $\sqrt{k!}$ is the norm of $(a^\dagger)^k|0\rangle$ for a harmonic oscillator. Near the lowest state of a large spin, $J_+/\sqrt{2j}$ thus acts as a creation operator. Here the shifts cannot be neglected: they produce the $k!$.

## Five spins one-half

Consider five spins one-half in the states that are symmetric under exchange of any two spins. Let $|u\rangle$ be the normalized sum, with equal positive weights, of all configurations with $u$ spins up. It has $m=u-5/2$. The state with all spins up is annihilated by $J_+$, so by (5) its $J^2$-value is $m(m+1)$ with $m=5/2$, which means $j=5/2$. Lowering it treats all spins alike and yields the other $|u\rangle$, with the same $j$.

Start from $m=-3/2$, that is, from one spin up, and raise three times. Here $j-m=4$ and $j+m+1=2$, and the three factors in (12) are

$$4\cdot2=8,\qquad 3\cdot3=9,\qquad 2\cdot4=8.$$

Their product is $8\cdot9\cdot8=576$. The factorial form (13) gives the same number,

$$\frac{4!\;4!}{1!\;1!}=576,$$

so the matrix element from $m=-3/2$ to $m=3/2$ is $\sqrt{576}=24$, or $24\,\hbar^3$ with units restored.

This number can also be found by counting, without the identity. The operator $J_+$ is the sum of the five single-spin raising operators, each of which turns a down spin up with coefficient 1. Acting on a configuration, $J_+^3$ reaches each configuration with three further spins up in $3!$ ways, one for each order of the flips. There are 5 initial configurations with one spin up, and from each of them $\binom43=4$ choices of the three spins to flip. The initial and final states are both sums of 5 configurations, with weight $1/\sqrt5$ each. The element is

$$\frac{1}{\sqrt5\,\sqrt5}\cdot5\cdot4\cdot3!=24.$$

All terms in the count are positive, so the equal-weight states satisfy the Condon–Shortley convention, and the sign is confirmed together with the modulus.

The same count works for $N$ spins and gives a second derivation of (15). Let $P$ be the number of pairs made of an initial configuration with $u$ spins up and a final one with the same spins and $k$ more up. Choosing the initial configuration first, or the final one first, gives

$$P=\binom Nu\binom{N-u}{k}=\binom N{u+k}\binom{u+k}{k}.$$

The matrix element is $k!\,P$ divided by the square root of $\binom Nu\binom N{u+k}$. Writing $P^2$ as the product of the two expressions for $P$, we obtain

$$\frac{k!\,P}{\sqrt{\binom Nu\binom N{u+k}}}=k!\,\sqrt{\binom{N-u}{k}\binom{u+k}{k}}\,. \tag{19}$$

With $j=N/2$ and $m=u-N/2$ we have $N-u=j-m$ and $u+k=j+m+k$, and (19) is (15). The two binomials count the ways to choose the flipped spins, seen from the initial and from the final configuration.

Continuing the climb from $m=-3/2$ shows how it ends. The factors for $i=0,\dots,5$ are $8,9,8,5,0,-7$. The matrix elements are the square roots of the running products:

- $k=1$: $\sqrt8=2.828$
- $k=2$: $\sqrt{72}=8.485$
- $k=3$: $\sqrt{576}=24$
- $k=4$: $\sqrt{2880}=53.67$

The fourth value is the coupling quoted at the beginning. It leads to the top state $m=5/2$, and the fifth factor is zero because there is no rung above it. For $k=5$ and $k=6$ the raised vector vanishes; the factor $-7$ at $i=5$ has no effect.

The example also separates (9) from similar expressions. With $(m-i)(m-i+1)$ in place of $(m+i)(m+i+1)$, the product for $k=3$ is 0 instead of 576. The factor with $i=0$ is unchanged, but those with $i=1$ and $i=2$ belong to rungs below the starting state, and the last of them lies beneath the bottom of the ladder. The operator $(J_-J_+)^3$ has the expectation value $8^3=512$, since it uses the first rung three times.

The full climb from $m=-5/2$ to $m=5/2$ has $k=2j=5$. All factorials in the denominator of (14) are then $0!$, and the element is $\sqrt{5!\,5!}=5!=120$. It joins one configuration to one configuration, so no normalization factor enters, and the number is simply that of the orders in which five spins can be flipped.

The factors and matrix elements for this example, and tests of (9) and (16) by symbolic reordering for $k=1$ to 5 and of the norms (13) for $j=0$ to $5/2$, are in the numerical output.

## Where the result needs care

The identity (9) holds wherever (1) holds, but a numerical basis may break (1). Suppose that the states of a multiplet are kept only up to some $m_c<j$. The truncated matrix of $J_+$ annihilates $|j,m_c\rangle$, and the matrix product $J_-J_+$ gives zero there. The right-hand side of (5), with $J^2$ set to $j(j+1)$, gives $(j-m_c)(j+m_c+1)$, which is positive. For the $k$-th power the disagreement affects every kept state with $m+k>m_c$ and $m+k\le j$: the climb leaves the truncated space although the true vector is non-zero. The squared norm should then be computed from (13), not from products of truncated matrices. Elements of $J_+^k$ between two kept states remain correct, because the climb from one to the other passes only through kept states.

If the components obey (1) with $-i$ in place of $i$, the operators $K_x=J_x$, $K_y=-J_y$, $K_z=J_z$ obey (1) as it stands. In terms of these, $J_x+iJ_y=K_-$. The operator written as $J_+$ then lowers $m$, and (16) and (17) are the formulas that apply to it.

Finally, the step from (9) to (11) needs $J_-=J_+^\dagger$. In a representation where the components are not Hermitian, (9) is still true, but the expectation value of $J_-^kJ_+^k$ need not be a squared norm, and the modulus in (14) cannot be inferred from it.

## Calculated quantities

```
Angular momentum in units of hbar; J+^k elements in hbar^k
symbolic identity and mirror hold for k = 1 to 5
hbar used in the matrix test (arbitrary unit): 0.7
largest matrix error of the identity: 1.7e-10
largest error of squared norms, j = 0 to 5/2: 1.1e-13
largest error of direct elements, j = 5/2: 1.8e-15
example: j = 2.5, start m = -1.5, j(j+1) = 8.75
factor i = 0: 8
factor i = 1: 9
factor i = 2: 8
factor i = 3: 5
factor i = 4: 0
factor i = 5: -7
product of factors, k = 3: 576
squared norm from matrices, k = 3: 576.000000
product with wrong shift (m-i), k = 3: 0
k = 1: formula 2.828427, direct 2.828427, vector norm 2.828427
k = 2: formula 8.485281, direct 8.485281, vector norm 8.485281
k = 3: formula 24.000000, direct 24.000000, vector norm 24.000000
k = 4: formula 53.665631, direct 53.665631, vector norm 53.665631
k = 5: formula 0.000000, direct 0.000000, vector norm 0.000000
k = 6: formula 0.000000, direct 0.000000, vector norm 0.000000
full climb m = -5/2 to 5/2, k = 5, direct: 120.000000
number of flip orders, 5!: 120
```
